# Apex motion during conformal growth in a V-shaped groove: test program

```python
# RESULT UNDER TEST
# A film growing at normal speed v on both walls of a V-groove raises the
# groove's apex at v/sin(alpha); alpha is the angle from axis to wall.
# For a groove of opening W this holds up to thickness W/(2 cos(alpha)).
# Symbols: h = v*t film thickness on a plane, H groove depth, L wall length,
# s reaction probability per wall collision, F flux relative to open field.
# Lengths are in nm and times in min unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid


def film_top(x, h, source_x, source_y):
    """Highest point at x lying within distance h of the original solid."""
    square = h**2 - (x - source_x)**2
    near = square >= 0
    return np.max(source_y[near] + np.sqrt(square[near]))


def grow_front(x, start, h_final, relative_rate):
    """Monotone upwind solution of dy/dh = rate*sqrt(1 + (dy/dx)^2)."""
    y = start.copy()
    dx = x[1] - x[0]
    steps = int(np.ceil(h_final / (0.5 * dx)))
    dh = h_final / steps
    for _ in range(steps):
        padded = np.pad(y, 1, mode="edge")
        rise = np.maximum(padded[2:] - y, padded[:-2] - y)
        slope = np.maximum(rise, 0.0) / dx
        y = y + dh * relative_rate * np.sqrt(1 + slope**2)
    return y


def wall_flux(half_angle, s, length, cells=800):
    """Flux on the walls: direct vapour plus cosine re-emission."""
    edges = np.concatenate(([0.0], length * np.geomspace(1e-14, 1, cells)))
    mid = 0.5 * (edges[:-1] + edges[1:])
    c = np.cos(2 * half_angle)
    e, m = edges[None, :], mid[:, None]
    sine = (e * c - m) / np.sqrt(e**2 + m**2 - 2 * e * m * c)
    view = 0.5 * np.diff(sine, axis=1)
    direct = 1 - view.sum(axis=1)
    flux = np.linalg.solve(np.eye(cells) - (1 - s) * view, direct)
    return mid, flux


# Example inputs; process values are rough typical ones.
W = 400.0
v = 10.0
temperature = 1000.0        # K
pressure_torr = 0.5
s = 0.03
molecule_diameter = 0.8     # nm, precursor
surface_energy = 0.3        # J/m^2, oxide
oxide_density = 2200.0      # kg/m^3
oxide_molar_mass = 0.06008  # kg/mol
rho = 20.0                  # nm, radius of a rounded groove bottom

# Half-angle from the crystal: wall normal [111], wafer normal [001].
normal_111 = np.array([1.0, 1.0, 1.0]) / np.sqrt(3)
wall_tilt = np.arccos(normal_111 @ np.array([0.0, 0.0, 1.0]))
alpha = np.pi / 2 - wall_tilt
cot = 1 / np.tan(alpha)
H = W / 2 * cot
L = W / 2 / np.sin(alpha)
apex_speed = v / np.sin(alpha)
h_star = W / (2 * np.cos(alpha))

# Unbounded groove at several angles, and the ridge with the same flanks.
xs = np.linspace(-200, 200, 40001)
worst_angle_error = 0.0
for degrees in (10.0, 25.0, np.degrees(alpha), 60.0, 80.0):
    a = np.radians(degrees)
    for h in (20.0, 30.0):
        measured = film_top(0.0, h, xs, np.abs(xs) / np.tan(a))
        error = abs(measured * np.sin(a) / h - 1)
        worst_angle_error = max(worst_angle_error, error)
        ridge = film_top(0.0, h, xs, -np.abs(xs) / np.tan(a))
        assert abs(ridge - h) < 1e-4
assert worst_angle_error < 1e-4

# Rounded bottom: slow rise first, then the sharp-groove trajectory.
rounded = np.abs(xs) * cot
inside = np.abs(xs) < rho * np.cos(alpha)
rounded[inside] = rho / np.sin(alpha) - np.sqrt(rho**2 - xs[inside]**2)
round_start = rho / np.sin(alpha) - rho
assert abs(film_top(0.0, rho / 2, xs, rounded) - round_start - rho / 2) < 1e-3
for h in (rho, 1.5 * rho, 3 * rho):
    assert abs(film_top(0.0, h, xs, rounded) - h / np.sin(alpha)) < 1e-3


# Finite groove: closed formulas for both stages.
def apex_height(h):
    if h <= h_star:
        return h / np.sin(alpha)
    return H + np.sqrt(h**2 - W**2 / 4)


def apex_rate(h):
    if h <= h_star:
        return v / np.sin(alpha)
    return v * h / np.sqrt(h**2 - W**2 / 4)


source_x = np.linspace(-800, 800, 32001)
source_y = np.minimum(np.abs(source_x) * cot, H)
times = (15.0, h_star / v, 40.0)
for t in times:
    assert abs(film_top(0.0, v * t, source_x, source_y)
               - apex_height(v * t)) < 1e-2
measured_rates = []
for t in (15.0, 40.0):
    upper = film_top(0.0, v * t + 1, source_x, source_y)
    lower = film_top(0.0, v * t - 1, source_x, source_y)
    measured_rates.append(v * (upper - lower) / 2)
    assert abs(measured_rates[-1] / apex_rate(v * t) - 1) < 1e-3

# Deposited area per thickness must equal the length of the surface.
h_mid = v * 15.0
grid = np.linspace(-400, 400, 1601)
before, middle, after = (
    np.array([film_top(x, h, source_x, source_y) for x in grid])
    for h in (h_mid - 0.5, h_mid, h_mid + 0.5))
area_rate = trapezoid(after - before, grid)
surface_length = np.sum(np.hypot(np.diff(grid), np.diff(middle)))
length_formula = (800 - W + 2 * (L - h_mid * cot)
                  + 2 * h_mid * (np.pi / 2 - alpha))
assert abs(area_rate / surface_length - 1) < 2e-3
assert abs(surface_length / length_formula - 1) < 2e-3

# Front equation on a grid, without any use of distances.
start = np.minimum(np.abs(grid) * cot, H)
centre = len(grid) // 2
front_15 = grow_front(grid, start, v * 15.0, 1.0)[centre]
front_40 = grow_front(grid, start, v * 40.0, 1.0)[centre]
assert abs(front_15 - apex_height(v * 15.0)) < 0.5
# First-order upwind smearing of the rounded shoulders limits this one.
assert abs(front_40 / apex_height(v * 40.0) - 1) < 0.01

# Precursor depletion: corner flux from the full wall equation.
for a, sticking in ((alpha, s), (alpha, 0.5), (np.radians(20), 0.5),
                    (np.radians(60), 0.2)):
    _, trial_flux = wall_flux(a, sticking, 1.0)
    predicted = 1 / (1 + sticking / np.tan(a)**2)
    assert abs(trial_flux[0] - predicted) < 1e-3
r, flux = wall_flux(alpha, s, L)
corner_flux = 1 / (1 + s * cot**2)
assert np.all(flux > corner_flux - 1e-4) and np.all(flux < 1)
rate_map = np.interp(np.abs(grid), r * np.sin(alpha), flux)
rate_map[np.abs(grid) > W / 2] = 1.0
depleted_15 = grow_front(grid, start, v * 15.0, rate_map)[centre]
assert corner_flux * apex_height(150.0) - 0.5 < depleted_15 < front_15

# Sizes of the other neglected effects.
free_path_um = 1e6 * const.k * temperature / (
    np.sqrt(2) * np.pi * (molecule_diameter * 1e-9)**2
    * pressure_torr * const.torr)
assert free_path_um * 1000 > 10 * W
molecular_volume = oxide_molar_mass / oxide_density / const.N_A
capillary_nm = 1e9 * surface_energy * molecular_volume / (
    const.k * temperature)
one_degree = np.radians(1.0)

print(f"half-angle alpha = {np.degrees(alpha):.3f} deg")
print(f"wall tilt from wafer plane = {np.degrees(wall_tilt):.3f} deg")
print(f"sin(alpha) = {np.sin(alpha):.5f}")
print(f"1/sin(alpha) = {1 / np.sin(alpha):.5f}")
print(f"groove opening W = {W:.0f} nm")
print(f"groove depth H = {H:.2f} nm")
print(f"wall length L = {L:.2f} nm")
print(f"field growth speed v = {v:.1f} nm/min")
print(f"apex speed v/sin(alpha) = {apex_speed:.3f} nm/min")
print(f"apex speed = {apex_speed / 60:.4f} nm/s")
print(f"plane-wall stage ends at h* = {h_star:.2f} nm")
print(f"plane-wall stage ends at t* = {h_star / v:.2f} min")
for t in times:
    h = v * t
    print(f"t = {t:.2f} min: film thickness = {h:.2f} nm")
    print(f"  apex height = {apex_height(h):.2f} nm")
    print(f"  field height = {H + h:.2f} nm")
    print(f"  dimple depth = {H + h - apex_height(h):.2f} nm")
    print(f"  apex speed = {apex_rate(h):.3f} nm/min")
print(f"distance test, speed at 15 min = {measured_rates[0]:.3f} nm/min")
print(f"distance test, speed at 40 min = {measured_rates[1]:.3f} nm/min")
print(f"largest relative error, five angles = {worst_angle_error:.1e}")
print(f"front equation, apex at 15 min = {front_15:.2f} nm")
print(f"front equation, apex at 40 min = {front_40:.2f} nm")
print(f"area per thickness at 15 min = {area_rate:.2f} nm")
print(f"surface length at 15 min = {surface_length:.2f} nm")
print(f"surface length, formula = {length_formula:.2f} nm")
print(f"rounded bottom radius = {rho:.0f} nm")
print(f"rounded bottom, starting height = {round_start:.2f} nm")
print(f"rounded bottom sharp after = {rho / v:.1f} min")
print(f"temperature = {temperature:.0f} K")
print(f"pressure = {pressure_torr:.1f} Torr")
print(f"reaction probability s = {s:.2f}")
print(f"corner flux / field flux, formula = {corner_flux:.4f}")
print(f"corner flux / field flux, solved = {flux[0]:.4f}")
print(f"wall-top flux / field flux = {flux[-1]:.4f}")
print(f"apex at 15 min, depleted flux = {depleted_15:.1f} nm")
print(f"height loss = {100 * (1 - depleted_15 / front_15):.1f} %")
print(f"precursor diameter = {molecule_diameter:.1f} nm")
print(f"mean free path = {free_path_um:.0f} um")
print(f"mean free path / opening = {free_path_um * 1000 / W:.0f}")
print(f"speed, alpha - 1 deg = {v / np.sin(alpha - one_degree):.2f} nm/min")
print(f"speed, alpha + 1 deg = {v / np.sin(alpha + one_degree):.2f} nm/min")
print(f"oxide surface energy = {surface_energy:.1f} J/m^2")
print(f"capillary length = {capillary_nm:.1f} nm")
print("done: every assertion held")
```

Output:

```
half-angle alpha = 35.264 deg
wall tilt from wafer plane = 54.736 deg
sin(alpha) = 0.57735
1/sin(alpha) = 1.73205
groove opening W = 400 nm
groove depth H = 282.84 nm
wall length L = 346.41 nm
field growth speed v = 10.0 nm/min
apex speed v/sin(alpha) = 17.321 nm/min
apex speed = 0.2887 nm/s
plane-wall stage ends at h* = 244.95 nm
plane-wall stage ends at t* = 24.49 min
t = 15.00 min: film thickness = 150.00 nm
  apex height = 259.81 nm
  field height = 432.84 nm
  dimple depth = 173.04 nm
  apex speed = 17.321 nm/min
t = 24.49 min: film thickness = 244.95 nm
  apex height = 424.26 nm
  field height = 527.79 nm
  dimple depth = 103.53 nm
  apex speed = 17.321 nm/min
t = 40.00 min: film thickness = 400.00 nm
  apex height = 629.25 nm
  field height = 682.84 nm
  dimple depth = 53.59 nm
  apex speed = 11.547 nm/min
distance test, speed at 15 min = 17.321 nm/min
distance test, speed at 40 min = 11.547 nm/min
largest relative error, five angles = 6.2e-07
front equation, apex at 15 min = 259.81 nm
front equation, apex at 40 min = 628.37 nm
area per thickness at 15 min = 955.15 nm
surface length at 15 min = 955.15 nm
surface length, formula = 955.15 nm
rounded bottom radius = 20 nm
rounded bottom, starting height = 14.64 nm
rounded bottom sharp after = 2.0 min
temperature = 1000 K
pressure = 0.5 Torr
reaction probability s = 0.03
corner flux / field flux, formula = 0.9434
corner flux / field flux, solved = 0.9434
wall-top flux / field flux = 0.9895
apex at 15 min, depleted flux = 251.8 nm
height loss = 3.1 %
precursor diameter = 0.8 nm
mean free path = 73 um
mean free path / opening = 182
speed, alpha - 1 deg = 17.76 nm/min
speed, alpha + 1 deg = 16.91 nm/min
oxide surface energy = 0.3 J/m^2
capillary length = 1.0 nm
done: every assertion held
```
